# Does a scalar hole mobility make velocity parallel to wave vector?

**The argument under review**

The manuscript treats holes in an unstrained, germanium-like cubic crystal. Its argument has three steps:

1. Cubic symmetry makes the weak-field mobility a scalar, so the drift velocity is parallel to the electric field.
2. The field changes a hole's wave vector along itself. If the response is always along the field, a hole with wave vector \(\mathbf k\) must move along \(\mathbf k\). Warping can change its speed through a direction-dependent mass, but not its direction of motion.
3. The mobility can therefore be calculated from the velocity component along \(\mathbf k\) alone.

The first step is correct for a suitably symmetric crystal. The second passes from a property of a population to a property of each member. Whether that is allowed can be settled by calculating the velocity of one hole and then the response of the population.

**The velocity of one hole**

Let \(E\) be the hole energy, measured from the band top and positive into the band. The hole wave vector is \(\mathbf k\), its charge is \(+e\), and its velocity is \(\mathbf v=\nabla_{\mathbf k}E/\hbar\). I use the four-band Luttinger model, which is quadratic in \(k\) and omits the split-off band and the inversion-asymmetry terms of III-V crystals:

\[
H=\frac{\hbar^2}{2m_0}\left(\gamma_1k^2-\sum_{a=1}^{5}d_a\Gamma_a\right),
\]

\[
d_1=2\sqrt3\,\gamma_3k_yk_z,\quad d_2=2\sqrt3\,\gamma_3k_zk_x,\quad d_3=2\sqrt3\,\gamma_3k_xk_y,
\]

\[
d_4=\sqrt3\,\gamma_2(k_x^2-k_y^2),\quad d_5=\gamma_2(2k_z^2-k_x^2-k_y^2).
\]

In the basis \(J_z=3/2,1/2,-1/2,-3/2\), the matrices can be written with two sets of Pauli matrices as

\[
\Gamma_1=\tau_z\sigma_y,\quad \Gamma_2=\tau_z\sigma_x,\quad \Gamma_3=\tau_y,\quad \Gamma_4=\tau_x,\quad \Gamma_5=\tau_z\sigma_z .
\]

Each squares to one, and any two different ones anticommute. All cross terms therefore cancel in \((\sum d_a\Gamma_a)^2=\sum d_a^2\). With \(a=k_x^2\), \(b=k_y^2\), \(c=k_z^2\) and \(S=ab+bc+ca\),

\[
3(a-b)^2+(2c-a-b)^2=4(a^2+b^2+c^2)-4S=4k^4-12S,
\]

because \(a^2+b^2+c^2=k^4-2S\). Adding the first three terms, \(12\gamma_3^2S\), gives

\[
\sum_a d_a^2=4\gamma_2^2k^4+WS,\qquad W=12(\gamma_3^2-\gamma_2^2).
\]

The matrix \(\sum d_a\Gamma_a\) has zero trace, so its eigenvalues are plus and minus the root of this sum, each twice. With \(\mathbf n=\mathbf k/k\) and \(s=S/k^4\),

\[
E=\frac{\hbar^2k^2}{2m_0}g(\mathbf n),\qquad g=\gamma_1\mp R,\qquad R=\sqrt{4\gamma_2^2+Ws}.
\]

The upper sign is the heavy band. Since \(s\) runs from 0 along [100] to \(1/3\) along [111], \(R\) lies between \(2|\gamma_2|\) and \(2|\gamma_3|\). I take both to be nonzero and \(\gamma_1\) to exceed both, so that \(g>0\).

Now split the velocity into parts along and across \(\mathbf k\). Doubling \(k\) at fixed direction quadruples \(E\). In general \(E(\lambda\mathbf k)=\lambda^2E(\mathbf k)\), and differentiation at \(\lambda=1\) gives \(\mathbf k\cdot\nabla_{\mathbf k}E=2E\). Hence

\[
v_\parallel=\frac{2E}{\hbar k}=\frac{\hbar k}{m_0}g,\qquad
\mathbf v_\perp=\frac{1}{\hbar k}\nabla_\Omega E=\frac{\hbar k}{2m_0}\nabla_\Omega g,
\]

where \(\nabla_\Omega\) is the gradient on the unit sphere. The manuscript's radial mass \(m_0/g\) gives \(v_\parallel\) correctly. It leaves out \(\mathbf v_\perp\), which is present wherever that mass changes with direction.

The tilt \(\delta\) between \(\mathbf v\) and \(\mathbf k\) obeys \(\tan\delta=|\nabla_\Omega g|/(2g)\). To evaluate it, write \(s=(1-\sum_i n_i^4)/2\) on the sphere. Its ordinary gradient has components \(-2n_i^3\). Removing the part along \(\mathbf n\) leaves

\[
(\nabla_\Omega s)_i=-2\left(n_i^3-n_i\sum_j n_j^4\right),
\]

\[
|\nabla_\Omega s|^2=4\left[\sum_i n_i^6-\left(\sum_i n_i^4\right)^2\right].
\]

Multiplying the first sum by \(\sum_j n_j^2=1\) and pairing the terms turns the bracket into

\[
P^2=\sum_{i<j}n_i^2n_j^2(n_i^2-n_j^2)^2 .
\]

Thus \(|\nabla_\Omega s|=2P\). Since \(|dg/ds|=|W|/(2R)\),

\[
\tan\delta=\frac{|W|P}{2Rg}.
\]

For \(W\ne0\), the tilt vanishes only if every term of \(P^2\) vanishes, which requires all nonzero \(n_i^2\) to be equal. These are the 6 directions of type \(\langle100\rangle\), the 12 of type \(\langle110\rangle\) and the 8 of type \(\langle111\rangle\). In every other direction the velocity is tilted, and step 2 of the argument fails. If \(\gamma_2^2=\gamma_3^2\), then \(W=0\), the energy surfaces are spheres and the manuscript's picture holds.

**A hole along [210]**

Take the rough germanium-like values \(\gamma_1=13.4\), \(\gamma_2=4.2\), \(\gamma_3=5.7\), and a heavy hole with \(E=1.5k_BT=38.8\) meV at 300 K. For [210], \(n_x^2=0.8\) and \(n_y^2=0.2\), so

\[
s=0.16,\quad P=\sqrt{0.8\times0.2\times0.6^2}=0.24,\quad W=12(5.7^2-4.2^2)=178.2 .
\]

With \(R=9.953\) and \(g=3.447\),

\[
\tan\delta=\frac{178.2\times0.24}{2\times9.953\times3.447}=0.623,\qquad \delta=31.9^\circ .
\]

The components show which way the velocity turns. Using \(\partial S/\partial k_i=2k_i(k^2-k_i^2)\) in the heavy-band energy gives

\[
v_i=\frac{\hbar k_i}{m_0}\left[\gamma_1-\frac{4\gamma_2^2+\tfrac12W(1-n_i^2)}{R}\right].
\]

The bracket is \(13.4-88.38/9.953=4.52\) for \(x\) and \(13.4-141.84/9.953=-0.85\) for \(y\). With \(k_x=0.486\) and \(k_y=0.243\ \mathrm{nm^{-1}}\), the velocity is

\[
(v_x,v_y)=(2.54,-0.24)\times10^7\ \mathrm{cm/s}.
\]

The hole has positive \(k_y\) and moves towards negative \(y\). At this point, raising \(k_y\) at fixed \(k_x\) lowers the hole energy. The component along \(\mathbf k\) is still positive, \(2.17\times10^7\) cm/s, as \(2E/(\hbar k)\) requires; the component across it is \(1.35\times10^7\) cm/s. The velocity is normal to the energy surface and turns towards directions of larger \(g\), here past the [100] axis.

A light hole in the same direction has the same \(P\) and \(R\), but \(g=13.4+9.953=23.35\). Its tilt is only \(5.3^\circ\). Over all directions the largest tilts in this model are about \(37^\circ\) for heavy holes and \(6^\circ\) for light holes.

**Why the mobility is still a scalar**

The manuscript might reply that such tilts should make the mobility anisotropic. They do not, and the reason needs no assumption that scattering is isotropic.

In a weak uniform field \(\mathbf F\), with no magnetic field, write the change in occupation as

\[
f_1=\left(-\frac{\partial f_0}{\partial E}\right)e\mathbf F\cdot\boldsymbol\Lambda(\mathbf k).
\]

The vector \(\boldsymbol\Lambda\) is fixed by the Boltzmann equation linearized about equilibrium, at unchanged particle number. It includes scattering between the heavy and light bands, and it reduces to \(\tau\mathbf v\) when a relaxation time exists. The conductivity is

\[
\sigma_{ij}=2e^2\sum_{\text{bands}}\int\frac{d^3k}{(2\pi)^3}\left(-\frac{\partial f_0}{\partial E}\right)v_i\Lambda_j ,
\]

where the factor 2 counts the two states of each doubly degenerate band.

Let \(O\) be a cubic symmetry operation. The bands obey \(\mathbf v(O\mathbf k)=O\mathbf v(\mathbf k)\). If the scattering has the same symmetry, the unique solution obeys \(\boldsymbol\Lambda(O\mathbf k)=O\boldsymbol\Lambda(\mathbf k)\). The integral can therefore be grouped into sets of symmetry-related wave vectors with equal energy, each contributing in proportion to

\[
M_{ij}=\sum_O(O\mathbf v)_i(O\boldsymbol\Lambda)_j .
\]

The 48 operations are the permutations of the axes combined with all sign changes. Reversing \(x\) alone maps the set of operations onto itself but reverses \(M_{xy}\), so \(M_{xy}=0\); the other off-diagonal elements vanish likewise. Permutations make the diagonal elements equal. Each operation preserves the scalar product, so the trace is \(48\,\mathbf v\cdot\boldsymbol\Lambda\), and

\[
M_{ij}=16\,(\mathbf v\cdot\boldsymbol\Lambda)\,\delta_{ij}.
\]

Nothing here requires \(\mathbf v\), \(\boldsymbol\Lambda\) and \(\mathbf k\) to be parallel. For the tetrahedral point group of zinc-blende crystals there are 24 operations, with an even number of sign changes. Reversing \(x\) and \(z\) together still removes \(M_{xy}\), and the factor 16 becomes 8.

Step 1 of the manuscript is thus a statement about sums over symmetry-related holes. It cannot be inverted to give the direction of one hole's velocity.

**The sideways motion does not drop out**

Step 3 might be defended by saying that sideways velocities cancel in the average. Their mean does vanish in equilibrium, but mobility depends on products of velocity components. Consider one band with a relaxation time \(\tau(E)\) and few enough holes for Boltzmann statistics. Then \(-\partial f_0/\partial E=f_0/k_BT\), and the scalar conductivity gives

\[
\mu=\frac{e}{3k_BT}\langle\tau v^2\rangle,\qquad
v^2=v_\parallel^2(1+\tan^2\delta)=\frac{2Eg}{m_0}(1+\tan^2\delta).
\]

The last equality uses \(v_\parallel=\hbar kg/m_0\) and \(\hbar^2k^2=2m_0E/g\). At fixed direction the same relation gives \(k^2dk\propto g^{-3/2}E^{1/2}dE\), so the energy and angular averages separate:

\[
\langle\tau v^2\rangle=\frac{2}{m_0}\langle E\tau\rangle
\frac{\int g^{-1/2}(1+\tan^2\delta)\,d\Omega}{\int g^{-3/2}\,d\Omega}.
\]

The weight \(E^{1/2}e^{-E/k_BT}\) gives \(\langle E\rangle=\tfrac32k_BT\). Hence

\[
\mu=\frac{e}{m_c}\frac{\langle E\tau\rangle}{\langle E\rangle},\qquad
\frac{m_0}{m_c}=\frac{\int g^{-1/2}(1+\tan^2\delta)\,d\Omega}{\int g^{-3/2}\,d\Omega}.
\]

The term in \(\tan^2\delta\) is positive, so sideways motion raises the mobility. For weak warping the tilt is proportional to \(W\) and this contribution to \(W^2\). For the present heavy band it is not small: \(m_c=0.271m_0\), while dropping the tilt gives \(0.348m_0\). The manuscript's procedure would lose \(1-0.271/0.348\), or 22 percent, of the heavy-band mobility. With a constant \(\tau=0.3\) ps, \(e\tau/m_c\) is about 1950 cm²/Vs.

**Where the drift itself leaves the field direction**

The symmetry argument used linear response. A simple model shows what can happen beyond it. Keep the heavy band alone, let \(\tau\) be constant, and let collisions return holes to the equilibrium distribution:

\[
\mathbf u\cdot\nabla_{\mathbf k}f=f_0-f,\qquad \mathbf u=\frac{e\mathbf F\tau}{\hbar}.
\]

The solution is \(f(\mathbf k)=\int_0^\infty e^{-s}f_0(\mathbf k-\mathbf us)\,ds\), where \(s\) is now the flight time in units of \(\tau\). To verify it, note that \(\mathbf u\cdot\nabla_{\mathbf k}\) acting on \(f_0(\mathbf k-\mathbf us)\) equals \(-d/ds\); integration by parts then gives \(f_0-f\). Shifting the integration variable gives the drift velocity

\[
\langle\mathbf v\rangle=\int_0^\infty e^{-s}\langle\mathbf v(\mathbf k+\mathbf us)\rangle_0\,ds .
\]

For small \(u\), the zeroth-order term vanishes and \(\int_0^\infty se^{-s}ds=1\), so \(\langle v_i\rangle=\sum_ju_j\langle\partial v_i/\partial k_j\rangle_0\). Integration by parts over \(\mathbf k\) turns the average into \(\hbar\langle v_iv_j\rangle_0/k_BT\). This is a scalar matrix and reproduces \(\langle\mathbf v\rangle=e\tau\mathbf F/m_c\).

For large \(u\), the thermal wave vector becomes negligible beside \(\mathbf us\). Since \(\mathbf v\) is proportional to \(k\) at fixed direction, \(\langle\mathbf v\rangle\to\mathbf v(\mathbf u)\). The drift then has the tilt of a single hole with \(\mathbf k\) parallel to \(\mathbf F\).

With the field along [210], the calculated drift makes these angles with the field:

| Field (kV/cm) | Tilt (degrees) | Mean energy (meV) |
|---|---|---|
| 0.1 | 0.003 | 38.8 |
| 1 | 0.31 | 39.4 |
| 3 | 2.6 | 43.9 |
| 10 | 13.6 | 93.3 |

The formal strong-field limit is \(31.9^\circ\). Between the first two rows the tilt grows about a hundredfold for a tenfold field. That is consistent with a first correction to the drift of third order in the field: by inversion symmetry the drift is odd in \(\mathbf F\), so no second-order term appears.

The energies follow from multiplying the Boltzmann equation by \(E\) and integrating, which gives \(\langle E\rangle=\langle E\rangle_0+e\tau\mathbf F\cdot\langle\mathbf v\rangle\). At 10 kV/cm the drift speed is \(1.87\times10^7\) cm/s, and its component along the field is \(1.82\times10^7\) cm/s. In 0.3 ps this supplies about 54.6 meV, which added to 38.8 meV gives the tabulated 93.3 meV to within rounding.

**What carries over to germanium and to devices**

The band parameters are rough values for germanium. The relaxation time was chosen to put the mobility in the right range: heavy and light holes together give about 2400 cm²/Vs, against roughly 2000 cm²/Vs for pure germanium at room temperature. That nearness is no test of the model. The mean thermal energy already matches a rough optical-phonon energy of 37 meV, so a constant \(\tau\) is a crude summary of scattering even in weak fields. At 10 kV/cm the mean energy is about 2.5 times the phonon energy, and the tabulated tilt should not be taken as a prediction for germanium.

The single-hole tilt does not involve \(\tau\), but it does depend on the band model. Including a split-off band at a rough 0.29 eV, with the same \(\mathbf k\), raises the [210] tilt from \(32^\circ\) to \(38^\circ\). The sideways share of the heavy-band mobility depends on the band model too, so the 22 percent found above is a four-band value, not a figure for germanium: with the split-off band included and the same constant \(\tau\), the share rises to about 33 percent, and the mobility of all holes together falls from about 2400 to about 2200 cm²/Vs. The collision width \(\hbar/\tau=2.2\) meV is small beside the 224 meV that separates the heavy and light bands at that \(\mathbf k\) in the four-band model. The split-off band pushes the light band down and reduces this separation to about 135 meV, still far larger than the collision width. A field can mix the two bands near \(k=0\), where their separation falls to about \(eF/k\). At 10 kV/cm this happens near \(0.11\ \mathrm{nm^{-1}}\), a fifth of the example's wave vector. At \(10^{16}\) holes per cm³ the density is 0.2 percent of the effective density of states, so nondegenerate statistics are adequate.

Strained channels break the assumption behind the scalar mobility. Suppose a uniaxial strain along \(z\) splits the band top by 100 meV and lowers the hole energy of the \(J_z=\pm3/2\) states. With \(\tau\) held at 0.3 ps in both bands, the four-band mobility changes from 2400 cm²/Vs in all directions to about 3400 in the plane and 2200 along \(z\). Strain also changes the scattering, and a narrow channel adds confinement; neither effect is included in these figures. They also omit the split-off band, whose coupling is not negligible when the strain splitting is a third of the split-off energy, so they show the anisotropy rather than predict its size. With the split-off band included and the band top again split by 100 meV, the same constant-\(\tau\) model gives about 3100 in the plane and 1900 along \(z\), from about 2200 without strain. The full numerical output follows.

## Numbers as computed

```
Rough gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
Rough split-off energy: 0.290 eV
Temperature: 300 K; kT: 25.85 meV
Relaxation time: 0.30 ps
Heavy radial mass [100]: 0.200 m0
Heavy radial mass [110]: 0.374 m0
Heavy radial mass [111]: 0.500 m0
[210] s, R, g: 0.160, 9.953, 3.447
Example heavy-hole energy: 38.78 meV
Example wave vector: 0.5434 nm^-1
Wave-vector x, y: 0.4861, 0.2430 nm^-1
Velocity x, y: 2.544, -0.239 10^7 cm/s
Velocity along k: 2.168 10^7 cm/s
Velocity across k: 1.352 10^7 cm/s
Heavy [210] tilt: 31.94 degrees
Light [210] tilt: 5.26 degrees
Largest heavy tilt: 37.29 degrees
  direction cosines: 0.859, 0.362, 0.362
Largest light tilt: 6.28 degrees
  direction cosines: 0.927, 0.265, 0.265
Heavy mobility mass: 0.2707 m0
Mass if sideways velocity is dropped: 0.3480 m0
Sideways share of heavy mobility: 22.23 percent
Heavy-band mobility: 1949.5 cm2/Vs
Two-band scalar mobility: 2388.4 cm2/Vs
Heavy-band drift, field along [210]:
  kV/cm | tilt deg | speed 10^7 cm/s | energy meV
  0.1 | 0.0030 | 0.0195 | 38.78
  1.0 | 0.3072 | 0.1934 | 39.36
  3.0 | 2.6057 | 0.5642 | 43.85
  10.0 | 13.5502 | 1.8705 | 93.33
Formal strong-field drift tilt: 31.93 degrees
Rough optical-phonon energy: 37.0 meV
Six-band energy at same k: 37.30 meV
Six-band velocity x, y: 2.496, -0.509 10^7 cm/s
Six-band tilt: 38.10 degrees
Heavy-light separation at example k: 223.98 meV
Collision width hbar/tau: 2.19 meV
Band-mixing k scale at 10 kV/cm: 0.1097 nm^-1
Effective density of states: 5.268e+18 cm^-3
Hole density: 1.0e+16 cm^-3
Density ratio p/Nv: 0.00190
Uniaxial band-top splitting: 100.0 meV
Strained mobility xx: 3400.2 cm2/Vs
Strained mobility zz: 2226.5 cm2/Vs
```
